# Free energy of a conformer ensemble: bound and decomposition

## 1. The bound and its two terms

### Two conformers

Consider a ligand of a volatile precursor that can take two shapes. Let the first have molar free energy $0$ and the second $\Delta\ge 0$, and let the two interconvert freely at temperature $T$. With $R$ the gas constant, their Boltzmann weights are $1$ and

$$x=e^{-\Delta/RT},\qquad 0<x\le 1 .$$

The total weight is $1+x$, so the free energy of the ligand as a whole is

$$G_{\rm ens}=-RT\ln(1+x). \tag{1}$$

Since $1+x>1$, the logarithm is positive and $G_{\rm ens}$ is negative. The ligand has a lower free energy than its better shape alone, although the second shape is the less favourable one. A second shape adds states that the molecule may occupy, and it takes none away.

The populations are $p_1=1/(1+x)$ and $p_2=x/(1+x)$. Their logarithms are

$$\ln p_1=-\ln(1+x),\qquad \ln p_2=-\frac{\Delta}{RT}-\ln(1+x).$$

Multiply the first by $p_1$, the second by $p_2$, and add. Because $p_1+p_2=1$,

$$p_1\ln p_1+p_2\ln p_2=-\ln(1+x)-\frac{p_2\Delta}{RT}.$$

Multiplication by $RT$ and use of (1) give

$$G_{\rm ens}=p_2\Delta+RT\,(p_1\ln p_1+p_2\ln p_2). \tag{2}$$

The first term is the price of placing a fraction $p_2$ of the molecules in the less favourable shape. The second is $-T$ times an entropy of mixing, and it is negative. Equation (1) shows that their sum is negative for every finite $\Delta$.

Two limits make this plain. If $\Delta=0$, there is no price, and the whole lowering, $RT\ln 2$, is mixing. If $\Delta\gg RT$, then $x$ is small and $p_2\approx x$. The price is about $x\Delta$, while (1) gives a total of about $-RTx$. The mixing term must therefore be about $-x(\Delta+RT)$. It outweighs the price by $RTx$, which is small but positive.

### What the free energy of one conformer means

For many conformers the same argument works, provided that the individual free energies are defined so that their weights may be added. A conformer is here a region of the molecule's configuration space, usually the surroundings of one energy minimum. Let there be $N$ regions, labelled $i$. They must not overlap, and together they must cover all configurations that the molecule can reach.

Wells that differ merely in the labels of identical atoms, such as the three positions of a methyl group, count as one conformer, whose region contains them all. Their number can differ between conformers. In a chain with two equivalent torsions, the anti–gauche shape has two such wells, since either torsion may be the gauche one, but the anti–anti shape has only one. If a single well is integrated, its weight must therefore be multiplied by the number of such wells. In the usual rigid-rotor formula the rotational symmetry number does this, up to a factor common to all conformers. Mirror-image shapes that cannot be superposed count as two.

Take an ideal gas of $M$ molecules in volume $V$. The partition function of one molecule is proportional to the volume, so write it as $V\phi(T)$. Classically, $\phi$ is an integral of the Boltzmann factor over momenta and internal configurations. An integral over the whole space is the sum of the integrals over its parts:

$$\phi=\sum_{i=1}^{N}\phi_i . \tag{3}$$

The partition function of the gas is $(V\phi)^M/M!$. With Stirling's formula, $\ln M!\approx M\ln M-M$, its Helmholtz free energy is

$$A=-kT\left[M\ln(V\phi)-M\ln M+M\right]
=-MkT\ln\frac{V\phi}{M}-MkT ,$$

where $k$ is Boltzmann's constant. The Gibbs energy is $A$ plus pressure times volume, and for an ideal gas that product is $MkT$. It cancels the last term. At the standard pressure $P^\circ$ the volume per molecule is $V/M=kT/P^\circ$. For one mole, $Mk=R$, and so

$$G_{\rm ens}=-RT\ln\frac{kT\phi}{P^\circ}. \tag{4}$$

Now imagine that every molecule is confined to region $i$, with the gas still at pressure $P^\circ$. The same steps hold with $\phi_i$ in place of $\phi$:

$$G_i=-RT\ln\frac{kT\phi_i}{P^\circ}. \tag{5}$$

This is the free energy of conformer $i$. It contains the energy of the minimum and also the vibrational, rotational and translational parts that belong to the region. It refers to pure conformer $i$ at the full standard pressure, not at the partial pressure that the conformer has in the mixture. All $G_i$ must share one zero of energy.

Solve (5) for the weight, $kT\phi_i/P^\circ=e^{-G_i/RT}$, and sum over $i$ with the help of (3). The result is $kT\phi/P^\circ$, the argument of the logarithm in (4). Hence

$$G_{\rm ens}=-RT\ln\sum_{i=1}^{N}e^{-G_i/RT}. \tag{6}$$

Within classical statistics and for an ideal gas, (6) involves no further approximation. In particular, the wells need not be harmonic. In quantum mechanics the partition function is a sum over states, and (6) still holds if each state can be assigned to one conformer. Tunnelling can spread a state over several wells, as it does for a mirror-image pair. States near and above the barrier tops belong to no single well either. The sum over wells remains accurate if the tunnelling shifts are small compared with $kT$ and if, in addition, few molecules reach the barrier tops or their motion there is nearly classical. Otherwise the states must be counted for the molecule as a whole.

Equation (6) also presumes equilibrium among the conformers. If they cannot interconvert in the time that matters, the populations are set by the history of the sample, a case taken up in the second half.

### The bound

Let $m$ label a conformer of lowest free energy, so that $G_m=G_{\min}$, and measure the others from it:

$$\Delta_i=G_i-G_{\min}\ge 0 .$$

Take the factor $e^{-G_{\min}/RT}$ out of the sum in (6). The logarithm of the product splits into two terms, the first of which gives $G_{\min}$:

$$G_{\rm ens}=G_{\min}-RT\ln\left(1+\sum_{i\ne m}e^{-\Delta_i/RT}\right). \tag{7}$$

The terms of the remaining sum are positive. The bracket is thus at least one, its logarithm is not negative, and

$$G_{\rm ens}\le G_{\min}. \tag{8}$$

This is the required inequality. Equality holds for $N=1$. With two or more conformers of finite free energy at $T>0$, the sum in (7) is greater than zero and the inequality is strict.

The lowering is also limited. Since $\Delta_i\ge 0$, no exponential in (7) exceeds one, and the bracket is at most $N$. Therefore

$$-RT\ln N\le G_{\rm ens}-G_{\min}\le 0 . \tag{9}$$

The lower limit is reached when all $N$ free energies are equal. If $g$ conformers share the lowest value, the bracket is at least $g$, and the upper limit sharpens to

$$G_{\rm ens}-G_{\min}\le -RT\ln g . \tag{10}$$

A molecule whose best shape is one of a mirror-image pair therefore gains at least $RT\ln 2$ over either partner.

The minimum in these statements is that of the free energies $G_i$. The conformer with the lowest potential energy need not be the one with the lowest free energy, since a broad well may overtake a deep and narrow one. The bound holds in either case, because a sum of positive terms exceeds each of its terms: $G_{\rm ens}$ lies at or below every $G_i$.

### The decomposition

The equilibrium population of a conformer is its share of the total weight. By (6), the total weight is $e^{-G_{\rm ens}/RT}$, so

$$p_i=\frac{e^{-G_i/RT}}{e^{-G_{\rm ens}/RT}}=e^{-(G_i-G_{\rm ens})/RT}. \tag{11}$$

Take the logarithm and rearrange:

$$G_{\rm ens}=G_i+RT\ln p_i\qquad\text{for every } i. \tag{12}$$

The right side is the chemical potential of conformer $i$ in the mixture. Its partial pressure is $p_iP^\circ$, which changes its free energy from the standard value by $RT\ln p_i$. Equation (12) says that all conformers have the same chemical potential, as equilibrium requires, and that this common value is the free energy of the ensemble.

Multiply (12) by $p_i$ and sum over $i$. On the left, $\sum_i p_i=1$ leaves $G_{\rm ens}$. On the right, define the mixing entropy

$$S_{\rm mix}=-R\sum_i p_i\ln p_i\ge 0, \tag{13}$$

which is not negative because $0<p_i\le 1$. Then

$$G_{\rm ens}=\sum_i p_iG_i-TS_{\rm mix}. \tag{14}$$

Subtract $G_{\min}=\sum_i p_iG_{\min}$ to obtain the decomposition:

$$G_{\rm ens}-G_{\min}=\sum_i p_i\Delta_i-TS_{\rm mix}. \tag{15}$$

The first term on the right is a population-weighted *free* energy. It is not in general a population-weighted energy, since each $G_i$ already contains the entropy of motion inside its region. The second term contains the entropy of distribution over the regions and nothing else.

The two terms have opposite signs, and (15) alone does not tell which is larger. Equation (12) with $i=m$ does:

$$G_{\rm ens}-G_{\min}=RT\ln p_m . \tag{16}$$

As $p_m\le 1$, the sum is never positive, so $TS_{\rm mix}$ is at least as large as the weighted free energy. Equation (16) is also the shortest way to the size of the effect: one needs just the population of one lowest conformer. If that population is one half, the lowering is $RT\ln 2$, however the other half is distributed.

A consequence concerns averages. A steric descriptor $D$, such as a cone angle, has the equilibrium mean $\sum_i p_iD_i$, where $D_i$ is its Boltzmann mean over region $i$. The value at the minimum only approximates $D_i$. The free energy may not be treated in this way. The mean $\sum_i p_iG_i$ lies at or above $G_{\min}$, while the true value lies at or below it. The missing part is $-TS_{\rm mix}$.

### Limits in temperature

Hold the gaps $\Delta_i$ fixed. When $RT$ is far below the smallest non-zero gap, the exponentials of the higher conformers in (7) vanish, and $G_{\rm ens}-G_{\min}$ tends to $-RT\ln g$. For a single lowest conformer this is zero.

When $RT$ is far above all gaps, expand each exponential to first order, $e^{-\Delta_i/RT}\approx 1-\Delta_i/RT$. With $\bar\Delta=N^{-1}\sum_i\Delta_i$, the bracket in (7) becomes $N(1-\bar\Delta/RT)$. Since $\ln(1-u)\approx -u$ for small $u$,

$$G_{\rm ens}-G_{\min}\approx -RT\ln N+\bar\Delta . \tag{17}$$

At leading order the populations are equal. The first term is then $-T$ times the full mixing entropy of $N$ shapes, and the second is the plain mean of the gaps.

### Incomplete sets and reactions

Suppose that a search has missed conformers which hold a fraction $f$ of the true population. The weight found is $1-f$ times the true weight, and (6) gives

$$G_{\rm found}-G_{\rm ens}=-RT\ln(1-f)\ge 0 . \tag{18}$$

Missing conformers thus make the computed free energy too high, never too low, if the $G_i$ that were found are themselves correct.

For a reaction the sign is no longer fixed. Let species A turn into species B, and apply (16) to each. The reaction free energy is

$$\Delta G_{\rm ens}=\Delta G_{\min}+RT\ln p_m^{\rm B}-RT\ln p_m^{\rm A}, \tag{19}$$

where $\Delta G_{\min}$ is the difference between the lowest conformers. The correction is negative if the lowest conformer of B is less dominant than that of A, and positive in the opposite case. By (9), it lies between $-RT\ln N_{\rm B}$ and $+RT\ln N_{\rm A}$. When a ligand is released from a metal, each product contributes its own term $RT\ln p_m$. If the complex and the remaining metal fragment have one conformer each and the free ligand has several, these terms favour release. A chelate ring held in a gauche shape need not be such a case: if its mirror image is also populated, the complex has two conformers, and the correction can have either sign.

## 2. Populations, entropy and a worked torsion

This half uses the following symbols and results. A species has $N$ conformers with standard molar free energies $G_i$, the lowest being $G_{\min}=G_m$, and gaps $\Delta_i=G_i-G_{\min}$. At equilibrium the populations are $p_i=e^{-(G_i-G_{\rm ens})/RT}$, where $G_{\rm ens}=-RT\ln\sum_i e^{-G_i/RT}$. The mixing entropy is $S_{\rm mix}=-R\sum_i p_i\ln p_i$. The difference $G_{\rm ens}-G_{\min}$ equals $\sum_i p_i\Delta_i-TS_{\rm mix}$ by (15) and $RT\ln p_m$ by (16), and it lies between $-RT\ln N$ and zero.

### Populations out of equilibrium

Let the conformers be frozen in populations $q_i\ge 0$ with $\sum_i q_i=1$. In an ideal gas at total pressure $P^\circ$, conformer $i$ has partial pressure $q_iP^\circ$ and chemical potential $G_i+RT\ln q_i$. The free energy of one mole of the mixture is the sum of the chemical potentials, each times its amount:

$$A[q]=\sum_i q_iG_i+RT\sum_i q_i\ln q_i , \tag{20}$$

where a term with $q_i=0$ counts as zero. Insert $G_i=G_{\rm ens}-RT\ln p_i$ from (12). Because the $q_i$ sum to one,

$$A[q]=G_{\rm ens}+RT\sum_i q_i\ln\frac{q_i}{p_i}. \tag{21}$$

The last sum cannot be negative. To see this, use $\ln y\le y-1$, which holds for all $y>0$ because the logarithm lies below its tangent at $y=1$. With $y=p_i/q_i$ and the sum taken over conformers with $q_i>0$,

$$-\sum_i q_i\ln\frac{q_i}{p_i}=\sum_i q_i\ln\frac{p_i}{q_i}\le\sum_i(p_i-q_i)\le 0 . \tag{22}$$

The last step holds because the $q_i$ in the sum add to one and the $p_i$ to at most one. Therefore $A[q]\ge G_{\rm ens}$, with equality for $q_i=p_i$. The equilibrium populations are those that minimise the free energy.

This gives the bound (8) a second proof and a physical reason. Placing all molecules in the lowest conformer is one permitted choice of $q$, and for it (20) gives $A=G_{\min}$. The minimum over all choices cannot lie above the value for one of them. Molecules leave the lowest conformer because the first few to do so gain more in mixing entropy than they cost.

The argument also shows where the bound fails. A frozen mixture has free energy $A[q]$, not $G_{\rm ens}$, and $A[q]$ may lie above $G_{\min}$. The simplest instance is a sample trapped wholly in a higher conformer.

### Separation into energy and entropy

The weighted free energy in (15) can be divided further. Let $H_i$ and $S_i$ be the enthalpy and entropy of pure conformer $i$, so that $G_i=H_i-TS_i$ and, at fixed pressure, $dG_i/dT=-S_i$. Then

$$\frac{d}{dT}\frac{G_i}{T}=-\frac{S_i}{T}-\frac{G_i}{T^2}=-\frac{H_i}{T^2}. \tag{23}$$

The ensemble obeys the same relation. Divide (6) by $T$ and differentiate, with region boundaries that do not move with temperature. The derivative of the logarithm of a sum is the sum of the derivatives of the exponents, each weighted by its share $p_i$ of the sum:

$$\frac{d}{dT}\frac{G_{\rm ens}}{T}
=-R\sum_i p_i\left(-\frac1R\frac{d}{dT}\frac{G_i}{T}\right)
=-\frac{1}{T^2}\sum_i p_iH_i .$$

Comparison with (23) gives $H_{\rm ens}=\sum_i p_iH_i$. The enthalpy is thus a plain population average. The entropy follows from $TS_{\rm ens}=H_{\rm ens}-G_{\rm ens}$ and (14):

$$S_{\rm ens}=\frac1T\sum_i p_i(H_i-G_i)+S_{\rm mix}=\sum_i p_iS_i+S_{\rm mix}. \tag{24}$$

The entropy is a population average plus the mixing term. With $G_i=H_i-TS_i$ inserted, (15) becomes

$$G_{\rm ens}-G_{\min}=\sum_i p_i(H_i-H_m)-T\sum_i p_i(S_i-S_m)-TS_{\rm mix}. \tag{25}$$

If all conformers have the same internal entropy, the middle term vanishes, and the weighted term in (15) is then an enthalpy. For an ideal gas the product of pressure and volume is $RT$ for each conformer, so enthalpy differences equal energy differences.

### A torsion with three wells

Take as a model a ligand with one torsion angle $\varphi$ and the potential

$$V(\varphi)=\frac{V_1}{2}(1+\cos\varphi)+\frac{V_3}{2}(1+\cos3\varphi), \tag{26}$$

with $V_1=4$ and $V_3=12$ kJ/mol. These are round parameters and stand for no particular molecule. The anti well lies at $180^\circ$, where both brackets vanish and $V=0$. Two mirror-image gauche wells lie near $60^\circ$ and $300^\circ$. At those angles the second bracket vanishes and the first gives $V=2\times1.5=3$ kJ/mol. Boundaries at $0^\circ$, $120^\circ$ and $240^\circ$ divide the circle into three regions.

The torsion is treated classically with a constant moment of inertia. The momentum integral is then the same factor for all regions and cancels from every difference. It is left out, as are all other motions of the molecule, which are taken to be independent of $\varphi$. What remains is

$$G_i=-RT\ln\left[\frac{1}{2\pi}\int_i e^{-V(\varphi)/RT}\,d\varphi\right]. \tag{27}$$

The zero of this scale is free rotation with $V=0$. The energy $U_i$ is the Boltzmann mean of $V$ over the region, and $S_i=(U_i-G_i)/T$. The integrals were done by adaptive quadrature. Three decimals are kept below so that the sums can be followed. Each number is rounded from its full value, so a sum formed from the printed figures may differ by one in the last digit.

At 300 K, $RT=2.494$ kJ/mol, and the regions have these values, each gauche region being listed once:

| Region | $G_i$ (kJ/mol) | $U_i$ (kJ/mol) | $S_i$ (J/(mol K)) | $p_i$ |
|---|---|---|---|---|
| anti | 6.011 | 1.452 | −15.198 | 0.6121 |
| gauche | 8.879 | 4.459 | −14.731 | 0.1939 |

The entropies are negative because confinement to a well leaves less freedom than free rotation does. The gap is $\Delta=2.867$ kJ/mol. The two gauche regions together hold 0.3879 of the molecules, so the weighted free energy is

$$\sum_i p_i\Delta_i=0.3879\times2.867=1.112\ \text{kJ/mol}.$$

The mixing entropy is

$$S_{\rm mix}=-R\,(0.6121\ln0.6121+2\times0.1939\ln0.1939)=7.788\ \text{J/(mol K)},$$

so that $TS_{\rm mix}=2.336$ kJ/mol. Equation (15) then gives

$$G_{\rm ens}-G_{\min}=1.112-2.336=-1.224\ \text{kJ/mol},$$

or $-0.293$ kcal/mol. The short form (16) agrees: $2.494\times\ln0.6121=-1.224$ kJ/mol. The ensemble value can also be found without any division into conformers. An average of $e^{-V/RT}$ over a uniform grid on the full circle gives $G_{\rm ens}=4.787$ kJ/mol, which is $6.011-1.224$. The lowering is less than half of the limit $RT\ln3=2.740$ kJ/mol, since the three regions are far from equally populated.

For (25), the energies differ by $4.459-1.452=3.007$ kJ/mol, which contributes $0.3879\times3.007=1.166$ kJ/mol. The gauche regions have the slightly larger internal entropy, and this contributes $-0.054$ kJ/mol. The sum is again 1.112 kJ/mol. In this model the weighted free energy is therefore nearly an energy, but not quite. By (24), the total entropy is $-7.229$ J/(mol K), the average $-15.017$ of the regions plus 7.788 from mixing.

At 500 K, $RT=4.157$ kJ/mol. The gap has shrunk to 2.779 kJ/mol, as $d\Delta/dT=-(S_{\rm gauche}-S_{\rm anti})$ requires for gauche regions of larger entropy. The anti population is 0.4938, and

$$G_{\rm ens}-G_{\min}=1.407-4.340=-2.933\ \text{kJ/mol},$$

or $-0.701$ kcal/mol. The lowering has grown by a factor of 2.4, more than the temperature has. Equation (16) shows why: $RT$ rises by a factor of 1.67, and $-\ln p_m$ rises from 0.491 to 0.706, a factor of 1.44.

### Limiting forms of the model

With $V_1=0$ the three wells are equal, and at 300 K the difference is $-2.740$ kJ/mol, the limit $-RT\ln3$. With $V_1=-4$ kJ/mol the gauche pair is lowest. The difference is then $-2.086$ kJ/mol, beyond the $-RT\ln2=-1.729$ kJ/mol that (10) demands, because the anti region adds its own weight.

With the original parameters at 30 K, the difference is merely $-3\times10^{-6}$ kJ/mol. This illustrates the low-temperature limit of the classical formula. It is no prediction for a light rotor, whose motion at 30 K would call for quantum mechanics.

A frozen sample of the two gauche forms in equal parts shows the failure of the bound out of equilibrium. By (20), its free energy at 300 K lies above $G_{\min}$ by

$$\Delta-RT\ln2=2.867-1.729=1.138\ \text{kJ/mol}.$$

Mixing between the mirror images lowers the free energy of the sample, but not by enough to make up for the absence of the anti form.

### How the regions are drawn

The two gauche regions may be merged into one. The weight of the merged region is twice that of either, so its free energy is $G_{\rm gauche}-RT\ln2=7.150$ kJ/mol at 300 K, and its population is 0.3879. The terms of (15) become

$$0.4415-1.6657=-1.2242\ \text{kJ/mol}.$$

Both terms have shrunk by $0.3879\,RT\ln2=0.671$ kJ/mol, and their difference is unchanged. The mixing between mirror images has moved from $S_{\rm mix}$ into the free energy of the merged region. The size of the mixing entropy thus has a meaning only together with a list of what counts as one conformer.

In this case $G_{\min}$ stayed the same, because the anti region was not touched and the merged region still lies above it. Had the gap $\Delta$ been smaller than $RT\ln2$, the merged region would have become the lowest. If the lowest conformer is itself merged with others, $G_{\min}$ falls and the difference $G_{\rm ens}-G_{\min}$ shrinks, while $G_{\rm ens}$ keeps its value.

Moving a boundary has a similar effect. The barrier between gauche and anti has its top at $118.13^\circ$, found as a root of $dV/d\varphi$, and not at $120^\circ$. With boundaries at the barrier tops the terms at 300 K are 1.1125 and 2.3352 kJ/mol, and their difference is $-1.2227$ instead of $-1.2242$ kJ/mol. The anti region has become slightly wider, which lowers $G_{\min}$, whereas the integral over the full circle does not depend on boundaries. The shift is small because few molecules are found near the barrier top.

Overlapping regions are another matter, since they break (3). Suppose that conformer $j$ is listed twice, for instance because two optimisations ended in the same minimum. The total weight is then too large by the factor $1+p_j$, and (6) gives a false shift of

$$-RT\ln(1+p_j). \tag{28}$$

For the anti form at 300 K this is $-2.494\times\ln1.6121=-1.191$ kJ/mol, nearly as large as the true lowering of 1.224 kJ/mol. Duplicates must therefore be removed before (6) is used, while mirror images must be kept or their number included in $G_i$. Copies that differ merely in the labels of identical atoms may be reduced to one, provided that $G_i$ contains the correct symmetry number. Two structures of equal energy may be duplicates, relabelled copies or mirror images, and the geometry has to decide.
